The Hylleraas-Undheim-MacDonald theorem and an upper bound for helium 2 1S

Suppose that the exponents of a helium basis are to be adjusted for the excited state 2 1S. May one simply lower the second root of the secular problem, with no constraint that keeps the state orthogonal to the unknown exact ground state? The theorem proved here says yes: the second root cannot fall below the second exact energy of the same symmetry, whatever the basis. A remark and a numerical example then show that orthogonality to an approximate ground state is not a substitute.

**1. Setting**

Hartree atomic units are used. The nucleus is a fixed point charge and relativity is left out:

H = −½∇₁² − ½∇₂² − 2/r₁ − 2/r₂ + 1/u, u = |**r**₁ − **r**₂|.

H commutes with rotations and with the exchange P of the two electrons, so each symmetry sector can be treated separately. A singlet S function is symmetric in space and depends on r₁, r₂ and u.

Write ‖ψ‖² = ∫|ψ|² and define the energy form

h[ψ] = ½∫(|∇₁ψ|² + |∇₂ψ|²) + ∫(−2/r₁ − 2/r₂ + 1/u)|ψ|².

It needs first derivatives only, so trial functions may have cusps.

**Lemma 1.** For every Z > 0 and either electron i,

∫|ψ|²/rᵢ ≤ (1/2Z)∫|∇ᵢψ|² + (Z/2)‖ψ‖².

Proof. Let **n** = **r**ᵢ/rᵢ and expand a square:

0 ≤ ∫|∇ᵢψ + Z**n**ψ|² = ∫|∇ᵢψ|² + Z²‖ψ‖² + Z∫**n**·∇ᵢ|ψ|².

Since ∇ᵢ·**n** = 2/rᵢ, integration by parts turns the last term into −2Z∫|ψ|²/rᵢ. Division by 2Z gives the claim. ∎

Twice the inequality with Z = 2 reads 2∫|ψ|²/rᵢ ≤ ½∫|∇ᵢψ|² + 2‖ψ‖². Each electron therefore contributes at least −2‖ψ‖², and the repulsion is positive, so h[ψ] ≥ −4‖ψ‖². Because Z may be taken large, the attraction is bounded by an arbitrarily small fraction of the kinetic energy plus a constant. The same holds for 1/u, with **r**₁ − **r**₂ in place of **r**ᵢ. Hence h is a closed form, bounded below, on the functions of finite kinetic energy, and it defines the self-adjoint operator H.

Let Σ be the bottom of the essential spectrum in the chosen sector, and let E₁ ≤ E₂ ≤ … be the eigenvalues below Σ, repeated according to multiplicity. If fewer than k exist, put E_k = Σ.

**2. The secular problem**

Take N linearly independent trial functions φ_m of the sector, each with finite kinetic energy. With ψ = Σ c_m φ_m the Rayleigh quotient is

R = h[ψ]/‖ψ‖² = c†Hc / c†Sc, S_mn = ⟨φ_m|φ_n⟩, H_mn = ⟨φ_m|H|φ_n⟩,

where H_mn is understood through the energy form. Its derivative with respect to c* is (Hc − RSc)/(c†Sc). It vanishes when

Hc = εSc, det(H − εS) = 0.

S is positive definite, so c = S^(−1/2)d gives the ordinary Hermitian problem S^(−1/2)HS^(−1/2)d = εd. It has N real roots ε₁ ≤ … ≤ ε_N and orthonormal vectors d. The corresponding functions χ_i, called Ritz functions, satisfy

⟨χ_i|χ_j⟩ = δ_ij, ⟨χ_i|H|χ_j⟩ = ε_i δ_ij.

**Lemma 2.** Let V be the trial space.
(a) Every normalized v in the span of χ₁, …, χ_k has h[v] ≤ ε_k.
(b) Every k-dimensional subspace of V contains a normalized v with h[v] ≥ ε_k.

Proof. For v = Σ d_i χ_i with Σ|d_i|² = 1, the cross terms vanish and h[v] = Σ|d_i|² ε_i. In (a) the sum runs over i ≤ k, where ε_i ≤ ε_k. In (b), require v to be orthogonal to χ₁, …, χ_(k−1). These are k−1 homogeneous linear conditions on k coefficients, so a nonzero solution exists. Its expansion contains only terms with i ≥ k, where ε_i ≥ ε_k. ∎

**3. The theorem**

**Theorem (Hylleraas, Undheim, MacDonald).** For every k ≤ N,

E_k ≤ ε_k.

Proof. Suppose first that at least k−1 eigenvalues lie below Σ, with orthonormal eigenfunctions Ψ₁, …, Ψ_(k−1). Look for

v = d₁χ₁ + … + d_kχ_k, ⟨Ψ_j|v⟩ = 0 for j = 1, …, k−1.

These are k−1 homogeneous equations for k unknowns, so a nonzero v exists and can be normalized. Two estimates apply to it.

From above, Lemma 2(a) gives h[v] ≤ ε_k.

From below, the spectral theorem writes h[v] as an average of the spectral values λ of H, weighted by the spectral distribution of v. Since v has no component along Ψ₁, …, Ψ_(k−1), this distribution lies in λ ≥ E_k, and so h[v] ≥ E_k.

Together, E_k ≤ h[v] ≤ ε_k. If fewer than k−1 eigenvalues exist, impose orthogonality to all of them. There are still fewer conditions than unknowns, and the distribution of v lies in λ ≥ Σ = E_k. ∎

The exact eigenfunctions enter the proof but not the calculation. For k = 2, some mixture of the two lowest Ritz functions is orthogonal to the exact ground state. Its energy is at least E₂, and it cannot exceed the larger of the two roots.

**Corollary 1 (interlacing).** If one function is added to the trial space, then

ε_k(N+1) ≤ ε_k(N) ≤ ε_(k+1)(N+1).

Proof. Left inequality: the first k Ritz functions of the old space V_N span a k-dimensional subspace of V_(N+1). By Lemma 2(b) it contains a v with h[v] ≥ ε_k(N+1), and by Lemma 2(a) in V_N the same v has h[v] ≤ ε_k(N).

Right inequality: take the span of the first k+1 Ritz functions of V_(N+1). Membership of V_N is one linear condition, so the intersection with V_N has dimension at least k. By Lemma 2(b) in V_N it contains a v with h[v] ≥ ε_k(N), while Lemma 2(a) in V_(N+1) gives h[v] ≤ ε_(k+1)(N+1). ∎

Enlarging a basis therefore cannot raise any of its roots. In the numerical example, four functions give the roots −2.88374, −2.10244, 0.13748 and 0.72710 hartree. These are the Ω = 1 functions of section 6. Adding as a fifth the function with p = (r₁ + r₂ − u)², in the notation of section 5, gives −2.88455, −2.10357, 0.11365, 0.46954 and 3.13181 hartree. Each old root lies between two consecutive new ones.

**Remark (orthogonality to an approximate ground state).** Let g be an approximate ground state in the trial space, and let μ be the lowest energy among trial functions orthogonal to g. These functions form a hyperplane, so Corollary 1 with k = 1 gives

ε₁ ≤ μ ≤ ε₂.

This does not place μ above E₂. Two exact states suffice to show the failure. Let

g = cos θ Ψ₁ + sin θ Ψ₂, w = −sin θ Ψ₁ + cos θ Ψ₂.

Then ⟨g|w⟩ = 0, but

h[w] = sin²θ E₁ + cos²θ E₂ = E₂ − sin²θ (E₂ − E₁),

which is below E₂ whenever sin θ ≠ 0 and E₁ < E₂. The second Ritz function satisfies one more condition: besides ⟨χ₁|χ₂⟩ = 0 it has ⟨χ₁|H|χ₂⟩ = 0. In this example ⟨g|H|w⟩ = sin θ cos θ (E₂ − E₁), which is nonzero for 0 < θ < π/2.

**4. When a root proves that a bound state exists**

**Lemma 3.** For helium, Σ ≥ −2 hartree.

Proof. Choose smooth functions α(r), β(r) with α² + β² = 1, α = 1 for r ≤ R, α = 0 for r ≥ 2R, and slopes of order 1/R. Define

J₀ = α(r₁)α(r₂), J₁ = β(r₁), J₂ = α(r₁)β(r₂).

Then J₀² + J₁² + J₂² = 1, and hence Σ_a J_a∇J_a = 0. The cross terms in Σ_a|∇(J_aψ)|² cancel, which leaves

h[ψ] = Σ_a h[J_aψ] − ½ Σ_a ∫|∇J_a|²|ψ|².

The last term is at least −(C/R²)‖ψ‖² for some constant C. Where J₁ is nonzero, electron 1 has r₁ ≥ R and an attraction no stronger than −2/R. Electron 2 contributes at least −2 by Lemma 1, and the kinetic energy of electron 1 and the repulsion are not negative. So h[J₁ψ] ≥ −(2 + 2/R)‖J₁ψ‖², and J₂ obeys the same bound with the electrons interchanged. For J₀ use h ≥ −4.

Now suppose that Σ < −2. Then for some δ > 0 there is an infinite orthonormal sequence ψ_n with h[ψ_n] ≤ −2 − δ. Lemma 1 with Z = 4 gives h[ψ] ≥ ¼∫(|∇₁ψ|² + |∇₂ψ|²) − 8‖ψ‖², so the kinetic energies of the ψ_n are bounded. An orthonormal sequence tends weakly to zero. With bounded kinetic energy it tends to zero in norm on every bounded region (Rellich's compactness theorem), and so ‖J₀ψ_n‖ → 0. The estimates then give

lim inf h[ψ_n] ≥ −2 − 2/R − C/R².

For large R this contradicts h[ψ_n] ≤ −2 − δ. ∎

The value −2 is the energy of ground-state He⁺ with the other electron at rest far away.

**Corollary 2.** If ε₂ < −2 hartree in the singlet S sector, at least two singlet S eigenvalues lie below Σ, and the second of them, 2 1S, obeys E(2 1S) ≤ ε₂.

Proof. With fewer than two such eigenvalues the convention gives E₂ = Σ ≥ −2, and the theorem would give ε₂ ≥ −2. ∎

The sector matters. If spatially antisymmetric functions were admitted as well, triplet levels would enter the count, and the second root would bound the second level of the combined list.

**5. Matrix elements for helium**

The trial functions are

φ = (1 + P)f, f = p(r₁, r₂, u) exp(−ar₁ − br₂),

where p runs through the polynomials of total degree at most Ω. Unequal exponents allow one electron to stay close to the nucleus and the other to spread out. Since P² = 1, (1 + P)² = 2(1 + P). As P commutes with H,

⟨φ_m|H|φ_n⟩ = 2⟨f_m|H|(1 + P)f_n⟩,

and the overlap has the same form. The common factor 2 does not affect the roots.

**Volume element.** The direction of **r**₁ gives 4πr₁²dr₁. With θ the angle between the electrons, **r**₂ gives 2πr₂²dr₂ sin θ dθ. At fixed r₁ and r₂, u² = r₁² + r₂² − 2r₁r₂cos θ implies u du = r₁r₂ sin θ dθ. Therefore

dτ = 8π² r₁r₂u dr₁dr₂du.

**Kinetic form.** Let ψ₁, ψ₂, ψ_u be the partial derivatives of a real ψ(r₁, r₂, u). With unit vectors **n**₁ = **r**₁/r₁, **n**₂ = **r**₂/r₂ and **e** = (**r**₁ − **r**₂)/u,

∇₁ψ = ψ₁**n**₁ + ψ_u**e**, ∇₂ψ = ψ₂**n**₂ − ψ_u**e**.

From **r**₁·**r**₂ = (r₁² + r₂² − u²)/2,

c₁ = **n**₁·**e** = (r₁² − **r**₁·**r**₂)/(r₁u) = (r₁² + u² − r₂²)/(2r₁u),
c₂ = −**n**₂·**e** = (r₂² + u² − r₁²)/(2r₂u).

Squaring and adding the gradients gives

|∇₁ψ|² + |∇₂ψ|² = ψ₁² + ψ₂² + 2ψ_u² + 2c₁ψ₁ψ_u + 2c₂ψ₂ψ_u.

For two different functions each square or product is replaced by its symmetric bilinear form. The energy form carries a further factor ½.

**Integration.** The triangle inequalities couple the ranges of r₁, r₂ and u. The perimetric coordinates

x = r₂ + u − r₁, y = r₁ + u − r₂, z = r₁ + r₂ − u

run independently from 0 to ∞. Inversion gives r₁ = (y + z)/2, r₂ = (x + z)/2, u = (x + y)/2, with Jacobian 1/4. The factor r₁r₂u cancels every denominator, including those in c₁ and c₂. Each integrand is thus a polynomial times an exponential. The product of two unexchanged functions decays as

exp[−bx − ay − (a + b)z],

and a product with one exchanged factor as exp[−(a + b)(x + y)/2 − (a + b)z].

The polynomial has degree at most 2Ω + 3 in each coordinate. Gauss-Laguerre quadrature with n points is exact up to degree 2n − 1, so n = Ω + 3 suffices, apart from rounding. Products of Laguerre polynomials in x, y and z span the same polynomials p and are the basis used in the program. A change of basis within one space leaves the roots unchanged.

**6. The bound for 2 1S**

The inner exponent is set to a = 2 bohr⁻¹, the value for one electron in the bare nuclear field. Since the theorem holds for every b, the outer exponent may be chosen by the lowest second root. At Ω = 5 a scan from 0.5 to 1.1 bohr⁻¹ in steps of 0.1 gives −2.145841 hartree at its lower end, −2.145706 hartree at its upper end, and its lowest value, −2.145956 hartree, at b = 0.8 bohr⁻¹. With this b the roots in hartree are:

Ω = 1, 4 functions: ε₁ = −2.883736, ε₂ = −2.102444
Ω = 3, 20 functions: ε₁ = −2.902629, ε₂ = −2.145457
Ω = 5, 56 functions: ε₁ = −2.903564, ε₂ = −2.145956
Ω = 7, 120 functions: ε₁ = −2.903695, ε₂ = −2.145971

At Ω = 7 one nearly dependent combination was removed and 119 were kept. The theorem applies to the remaining space. Corollary 1 guarantees a descent only between nested spaces, so the last descent in the list is a computed fact and not a consequence of that corollary.

The second root lies below −2 hartree. Corollary 2 therefore gives, within floating-point accuracy,

E(2 1S) ≤ −2.145971 hartree (−58.3948 eV).

For comparison the program takes as an input a reference value for the 2 1S eigenvalue of this same Hamiltonian, −2.145974 hartree, which is not derived here and is called the quoted energy below. The bound lies 2.8 × 10⁻⁶ hartree above this rounded value. The theorem by itself does not say how close a root is to the exact level; that statement needs the quoted energy or a separate lower bound.

The energy needed to remove the outer electron and leave ground-state He⁺ is −2 − E(2 1S). An upper bound on E becomes a lower bound here:

−2 − E(2 1S) ≥ 2.145971 − 2 = 0.145971 hartree (3.972 eV).

Both bounds refer to the Hamiltonian of section 1. They do not hold to these digits for the real atom: a finite nuclear mass M replaces the electron mass m by the reduced mass, which scales the energies by 1/(1 + m/M), a change of about one part in 10⁴, and it also adds a mass-polarization term −(1/M)∇₁·∇₂ that this scaling does not include. Relativity, also left out, shifts the total energy by an amount of the same order: about −1.1 × 10⁻⁴ hartree for the 1s electron of He⁺ alone.

The difference ε₂ − ε₁, in contrast, is not a bound on the excitation energy, because both roots err upward by amounts that the theorem leaves open.

**The vector of the proof.** With the repulsion switched off, the ground state is exactly g ∝ exp(−2r₁ − 2r₂), and the second singlet S level is −2 − 1/2 = −2.5 hartree. Ten functions give ε₁ = −3.965802 and ε₂ = −2.498442 hartree. The overlaps of χ₁ and χ₂ with normalized g have magnitudes o₁ = 0.994588 and o₂ = 0.003039. The mixture orthogonal to g has weights proportional to o₂² on χ₁ and o₁² on χ₂, so

h[v] = ε₂ − (ε₂ − ε₁) o₂²/(o₁² + o₂²)
= −2.498442 − 1.467360 × 9.34 × 10⁻⁶
= −2.498456 hartree.

This lies between −2.5 and ε₂, as the proof requires.

**Failure of the weaker condition.** With the repulsion restored, the same g is only an approximate ground state. Its energy is −2.75 hartree and its squared overlap with the first Ritz function at Ω = 7 is 0.925. Here g need not belong to the trial space; orthogonality to it is still one linear condition, so ε₁ ≤ μ ≤ ε₂ holds as before. In the Ω = 7 basis the minimum is μ = −2.157267 hartree, which is 0.0113 hartree below the quoted 2 1S energy. A larger basis lowers μ by about 2 × 10⁻⁶ hartree more, so its last digit is not converged, but the gap of 0.0113 hartree is unchanged. Orthogonality to this g gives no upper bound for the excited state, whereas the second root of the unconstrained problem does. The check output below contains the numerical checks.

Values computed for the example and the checks

```
inner exponent a = 2.0 bohr^-1
scan at degree 5: b (bohr^-1), second root (hartree)
  0.5  -2.14584084
  0.6  -2.14591473
  0.7  -2.14594531
  0.8  -2.14595559
  0.9  -2.14594507
  1.0  -2.14588268
  1.1  -2.14570642
chosen outer exponent b = 0.8 bohr^-1
nested spaces: degree, functions, root 1, root 2 (hartree)
  1    4  -2.88373646  -2.10244416
  2   10  -2.90006029  -2.14258553
  3   20  -2.90262910  -2.14545680
  4   35  -2.90331779  -2.14592981
  5   56  -2.90356401  -2.14595559
  6   84  -2.90365746  -2.14596821
  7  120  -2.90369453  -2.14597122
independent functions kept at the largest degree: 119
upper bound to 2 1S: -2.14597122 hartree
  the same: -58.39485 eV
bound minus quoted rounded energy: 2.78e-06 hartree
third root: -2.060639 hartree
ionization threshold: -2.0 hartree
lower bound to 2 1S ionization energy: 0.14597122 hartree
  the same: 3.97208 eV
roots with 4 functions (hartree): -2.88374 -2.10244 0.13748 0.72710
roots with 5 functions (hartree): -2.88455 -2.10357 0.11365 0.46954 3.13181
interlacing checked from 1 to 20 functions
no repulsion, exact levels (hartree): -4.000000 -2.500000 -2.222222
no repulsion, roots at largest degree (hartree): -3.999998 -2.500000 -2.222222
proof vector, no repulsion, 10 functions:
  roots 1 and 2: -3.965802 -2.498442 hartree
  |overlap| of Ritz states 1, 2 with g: 0.994588 0.003039
  energy of v orthogonal to g: -2.498456 hartree
energy of g with repulsion: -2.750000 hartree
squared overlap of g with first Ritz state: 0.925199
minimum energy orthogonal to g: -2.157267 hartree
  it lies below the quoted 2 1S energy by 0.011293 hartree
largest relative error of kinetic form: 1.0e-08
```
